\section*{Spin-only moment of a precursor with three unpaired electrons}

\section{Problem}

Tris(acetylacetonato)chromium(III), a precursor for chromium oxide films, has three $3d$ electrons on a chromium ion surrounded by six oxygen atoms. They are unpaired and their spins are parallel.

(a) Show that the spin-only effective magnetic moment is $3.87\,\mu_B$, where $\mu_B$ is the Bohr magneton.

(b) State which orbital contribution this value neglects, and find its size for the chromium complex at 300 K.

(c) Decide whether the same neglect is justified for an octahedral high-spin cobalt(II) complex, which also has three unpaired electrons.

Treat the molecules as magnetically isolated and the field as weak. Angular momenta are in units of $\hbar$. For the chromium complex take the rough values $\Delta=18000\ \mathrm{cm^{-1}}$ for the octahedral splitting and $\zeta=270\ \mathrm{cm^{-1}}$ for the one-electron spin-orbit constant. At 300 K, $kT=208.5\ \mathrm{cm^{-1}}$.

\section{First estimate by scaling}

One electron spin has projection $1/2$ and $g\approx2$, so it contributes about $1\,\mu_B$ along the field. Three parallel spins should give
\begin{equation}
\mu\sim n\mu_B=3\,\mu_B .
\end{equation}
This counts the largest projection of the moment, not its length.

If the ligand field removes the orbital moment to first order, what remains must come from mixing with states at energy $\Delta$. Two small ratios can then appear. Spin-orbit coupling of strength $\lambda$ brings in $\lambda/\Delta$. The direct action of the field on the orbital motion gives a susceptibility of order $\mu_B^2/\Delta$, to be compared with the spin susceptibility of order $\mu_B^2/kT$, which brings in $kT/\Delta$. With $\lambda=\zeta/3=90\ \mathrm{cm^{-1}}$, derived below, the ratios are $0.5\,\%$ and $1.2\,\%$. Scaling gives neither their coefficients nor their signs.

\section{Exact spin-only solution}

\subsection{Total spin}

Let $\mathbf S$ be the sum of the three electron spins. In the state $|\uparrow\uparrow\uparrow\rangle$ the projection is $S_z=3/2$, and $S_+$ gives zero because no spin can be raised further. From $S^2=S_-S_++S_z^2+S_z$,
\begin{equation}
S^2|\uparrow\uparrow\uparrow\rangle
=\left(\frac94+\frac32\right)|\uparrow\uparrow\uparrow\rangle
=\frac{15}{4}|\uparrow\uparrow\uparrow\rangle .
\end{equation}
This is $S(S+1)$ with $S=3/2$. The state belongs to a quartet with $m=\pm3/2,\pm1/2$. The other four of the eight spin states form two doublets with $S(S+1)=3/4$.

The word ``parallel'' is therefore a real condition. If exchange were absent and all eight states equally populated, the mean of $S^2$ would be
\begin{equation}
\frac{4(15/4)+4(3/4)}{8}=\frac94 ,
\end{equation}
and the moment would be $2\sqrt{9/4}\,\mu_B=3.00\,\mu_B$. In the chromium model, with repulsion parameters $B=600$ and $C=2400\ \mathrm{cm^{-1}}$, the lowest doublet lies about $11700\ \mathrm{cm^{-1}}$ above the quartet. This is 56 times $kT$, so the quartet alone is populated to any useful accuracy.

\subsection{From spin to moment}

The spin moment is $\boldsymbol\mu=-g\mu_B\mathbf S$, the minus sign coming from the electron's negative charge. Squaring removes the sign:
\begin{equation}
\langle\mu^2\rangle=g^2\mu_B^2S(S+1).
\end{equation}
For $n$ parallel electrons $S=n/2$. With the convention $g=2$,
\begin{equation}
\mu_{\mathrm{so}}=2\mu_B\sqrt{\frac n2\left(\frac n2+1\right)}
=\sqrt{n(n+2)}\,\mu_B .
\end{equation}
Setting $n=3$ gives
\begin{equation}
\boxed{\mu_{\mathrm{so}}=\sqrt{15}\,\mu_B=3.87\,\mu_B}
\end{equation}
or $3.59\times10^{-23}\ \mathrm{J/T}$. The free-electron value $g_e=2.0023$ would give $3.88\,\mu_B$, so the third figure depends on the convention for $g$.

\subsection{Why a measurement gives this length}

In a field $B_0$ along $z$ the quartet energies are $E_m=g\mu_BB_0m$, and the moment along the field is $-g\mu_Bm$. For $g\mu_BB_0\ll kT$ the populations are
\begin{equation}
p_m\simeq\frac14\left(1-\frac{g\mu_BB_0m}{kT}\right).
\end{equation}
The first term contributes nothing to the mean moment because $\sum m=0$. The second gives
\begin{equation}
\langle\mu_z\rangle=\frac{g^2\mu_B^2B_0}{4kT}\sum_m m^2
=\frac{5g^2\mu_B^2B_0}{4kT},
\end{equation}
since $\sum m^2=2(9/4+1/4)=5$. As $5/4=S(S+1)/3$, the susceptibility of $N$ molecules, taken as total moment divided by $B_0$, is
\begin{equation}
\chi=\frac{Ng^2\mu_B^2S(S+1)}{3kT}.
\end{equation}
The effective moment in units of $\mu_B$ is defined by
\begin{equation}
\mu_{\mathrm{eff}}^2=\frac{3kT\chi}{N\mu_B^2},
\label{eq:def}
\end{equation}
which returns $g^2S(S+1)$. The thermal average thus recovers the length of the moment, although no single projection exceeds $3\,\mu_B$ for $g=2$. The magnetization calculated at 1 T and 300 K without the weak-field expansion also gives $3.873\,\mu_B$.

In Gaussian units, the spin-only value is $\chi=6.25\times10^{-3}\ \mathrm{cm^3/mol}$ at 300 K.

\section{The neglected orbital contribution}

\subsection{What is left out}

The complete moment operator is
\begin{equation}
\boldsymbol\mu=-\mu_B(\mathbf L+g_e\mathbf S),
\end{equation}
where $\mathbf L$ is the total orbital angular momentum. The spin-only formula drops $\mathbf L$, and with it the spin-orbit coupling that ties $\mathbf L$ to $\mathbf S$.

Without a ligand field, three parallel $d$ electrons can occupy $m_l=2,1,0$, so the ground term has $L=3$. If spin-orbit splittings were much smaller than $kT$, the directions of $\mathbf L$ and $\mathbf S$ would be independent and the mean of $\mathbf L\cdot\mathbf S$ would vanish. With $g=2$,
\begin{equation}
\mu=\sqrt{L(L+1)+4S(S+1)}\,\mu_B=\sqrt{12+15}\,\mu_B=5.20\,\mu_B .
\end{equation}
This is a reference limit. It does not apply to a free chromium(III) ion at 300 K: with $\zeta=270\ \mathrm{cm^{-1}}$ the spin-orbit splitting favours the levels with $\mathbf L$ opposed to $\mathbf S$, and the moment is only about $2.9\,\mu_B$.

\subsection{Quenching in the octahedral complex}

The octahedral field lowers the orbitals $xy$, $yz$ and $zx$ by $\Delta$ relative to $x^2-y^2$ and $z^2$. Three parallel electrons fill the lower three singly, which can be done in one way. The ground term therefore has one orbital function $\psi$, which can be chosen real, and four spin states.

The operator $\mathbf L=-i\sum\mathbf r\times\nabla$ is purely imaginary, so $\langle\psi|\mathbf L|\psi\rangle$ is imaginary for real $\psi$. Since $\mathbf L$ is Hermitian, the same quantity is real. It must be zero. The first-order orbital moment is quenched.

\subsection{The second-order remainder}

In the quartet the spin state is symmetric in the three electrons, so each $\mathbf s_i$ acts as $\mathbf S/3$. Within the quartet terms the spin-orbit operator becomes
\begin{equation}
\zeta\sum_i\mathbf l_i\cdot\mathbf s_i=\frac{\zeta}{3}\,\mathbf L\cdot\mathbf S
=\lambda\,\mathbf L\cdot\mathbf S .
\end{equation}
Spin-orbit coupling also mixes in doublets, but the moment operator does not connect doublets to quartets, so this does not change $g$ to first order in $\zeta$.

All terms containing $\mathbf L$ can be collected as
\begin{equation}
V=\mathbf L\cdot(\lambda\mathbf S+\mu_B\mathbf B_0).
\end{equation}
To find what $L_z$ does to $\psi$, use the angular dependence of the orbitals. It turns $zx$ into $yz$ and the reverse, but both are already occupied by electrons of the same spin, so these transfers vanish. The orbital $xy$ varies as $\sin2\phi$, and
\begin{equation}
-i\frac{\partial}{\partial\phi}\sin2\phi=-2i\cos2\phi ,
\end{equation}
which is $-2i$ times the empty orbital $x^2-y^2$. The squared matrix element is 4. The three cubic axes are equivalent, so $L_x$ and $L_y$ give the same value and there are no cross terms.

The state reached belongs to the term ${}^4T_{2g}$. Both this term and the ground term ${}^4A_{2g}$ occur once among the $d^3$ quartets, and both come from the free-ion ${}^4F$ term. They have the same electron repulsion, and their separation is the cost of one promotion, $\Delta$. Second-order perturbation theory then gives
\begin{align}
H_{\mathrm{eff}}&=g_e\mu_B\mathbf B_0\cdot\mathbf S
-\frac4\Delta(\lambda\mathbf S+\mu_B\mathbf B_0)^2\\
&=\left(g_e-\frac{8\lambda}{\Delta}\right)\mu_B\mathbf B_0\cdot\mathbf S
-\frac{4\mu_B^2B_0^2}{\Delta}-\frac{4\lambda^2S(S+1)}{\Delta}.
\end{align}
The last term is a constant. The first shows that
\begin{equation}
g=g_e-\frac{8\lambda}{\Delta}.
\end{equation}
The middle term, differentiated as $-\partial E/\partial B_0$, gives each molecule an extra moment $8\mu_B^2B_0/\Delta$. This adds $8N\mu_B^2/\Delta$ to $\chi$, independent of temperature. Inserting both parts in Eq.~\eqref{eq:def},
\begin{equation}
\mu_{\mathrm{eff}}^2=\frac{15}{4}g^2+\frac{24kT}{\Delta}.
\label{eq:orb}
\end{equation}

For the chromium values,
\begin{align}
g&=2.0023-\frac{8(90)}{18000}=1.962,\\
\mu_{\mathrm{eff}}^2&=\frac{15}{4}(1.9623)^2+\frac{24(208.5)}{18000}
=14.44+0.28=14.72,
\end{align}
so $\mu_{\mathrm{eff}}=3.84\,\mu_B$. Diagonalizing all 120 states of the $d^3$ shell, with repulsion, ligand field and spin-orbit coupling together, gives $g=1.961$ and $3.835\,\mu_B$. In this model the spin-only value differs from the complete one by about 1\,\% because the rise from the temperature-independent term cancels about half of the fall caused by the lower $g$. As $T$ falls the second term in Eq.~\eqref{eq:orb} fades and the moment tends to $\sqrt{14.44}\,\mu_B=3.80\,\mu_B$, provided $kT$ stays well above any zero-field splitting.

\subsection{Cobalt(II): the same count, a different answer}

In the leading configuration of an octahedral high-spin $d^7$ ion the lower three orbitals hold five electrons and the upper two hold two. Three electrons are unpaired, so $\mu_{\mathrm{so}}$ is again $3.87\,\mu_B$. The ground term now has three degenerate orbital functions, and the argument for one real function does not apply: complex combinations of them can carry angular momentum.

For rough parameters of the hexaaquacobalt(II) ion ($\Delta=9300$, $B=850$, $C=4B$ and $\zeta=500\ \mathrm{cm^{-1}}$), the largest $|L_z|$ in the ground term is 1.41, against zero for chromium. The full $d$-shell moment at 300 K is $5.3\,\mu_B$, which is $1.4\,\mu_B$ above the spin-only value. This model leaves out covalency and distortion of the octahedron, which change the size of the excess; a reduction of the orbital moment and spin-orbit coupling by 20\,\% would still leave about $4.9\,\mu_B$. The neglect is not justified here.

\section{Comparison of estimate and solution}

The estimate $n\mu_B$ and the exact spin-only result differ by the factor
\begin{equation}
\frac{\sqrt{n(n+2)}}{n}=\sqrt{1+\frac2n}.
\end{equation}
For $n=3$ this is 1.29, so the estimate is 23\,\% below the exact value. The factor tends to 1 for large $n$, where the length of a spin approaches its largest projection.

For the orbital part, expand the square root of Eq.~\eqref{eq:orb} for small corrections and set $g_e\approx2$ in the coefficients:
\begin{equation}
\frac{\delta\mu}{\mu}\simeq-\frac{4\lambda}{\Delta}+\frac{4kT}{5\Delta}
=-2.0\,\%+0.9\,\% .
\end{equation}
Scaling found the right ratios. It missed the factor 4 in the first term, which comes from the squared matrix element, and the opposite signs.

\section{The real precursor}

The ligand-field parameters are rough, and the model keeps the $d$ electrons entirely on chromium. In the real complex they spread partly onto the ligands, which weakens the orbital effects. Suppose that this halves the shift of $g$ found above, to about 0.02. With $g=1.982$, Eq.~\eqref{eq:orb} gives $3.84\,\mu_B$ without the temperature-independent term and $3.87\,\mu_B$ with all of it, so covalency of this size shifts the result by at most a few hundredths of $\mu_B$.

The complex is also not perfectly octahedral. An axial zero-field splitting energy $DS_z^2$, with $D=+0.6\ \mathrm{cm^{-1}}$ chosen as an example, makes the spin-only moment 3.869 along the axis and $3.875\,\mu_B$ across it, while the powder value stays at $3.873\,\mu_B$.

At 300 K diamagnetism matters more. A rough estimate, $-\tfrac12\times10^{-6}\ \mathrm{cm^3/mol}$ for each g/mol of molar mass, gives $-1.75\times10^{-4}\ \mathrm{cm^3/mol}$ for $349.3\ \mathrm{g/mol}$. Left uncorrected, it would lower an ideal spin-only moment at 300 K from 3.87 to $3.82\,\mu_B$, a larger change than the net orbital effect in this model. Its effect on $\mu_{\mathrm{eff}}$ shrinks in proportion to $T$ while the net orbital effect grows on cooling, so below about 250 K the orbital effect is the larger. A measured moment should be corrected for it before any deviation from $3.87\,\mu_B$ is assigned to orbital motion.

\section*{Numbers as computed}
\begin{verbatim}
SPIN-ONLY RESULT
S(S+1), parallel spins: 3.75
S(S+1), doublets: 0.75
spin-only moment, g = 2: 3.8730 muB
spin-only moment in J/T: 3.592e-23 J/T
moment from magnetization, g = 2: 3.8730 muB
three spins without exchange: 3.0000 muB
free-electron g: 2.00232
spin-only moment, free-electron g: 3.8775 muB
CHROMIUM PRECURSOR, ROUGH PARAMETERS
temperature: 300 K
applied field: 1 T
thermal energy kT: 208.5 cm^-1
octahedral splitting delta: 18000 cm^-1
Racah B: 600 cm^-1
Racah C: 2400 cm^-1
zeta: 270 cm^-1
lambda: 90 cm^-1
lowest doublet above quartet: 11698 cm^-1
free ion, no spin-orbit, g = 2: 5.196 muB
largest |L_z| in octahedral ground term: 0.000 hbar
coefficient of lambda/delta in g: -8.000
g, second-order formula: 1.9623
g, full d shell: 1.9614
moment, orbital Zeeman term only added: 3.913 muB
moment, second-order formula: 3.836 muB
moment, full d shell: 3.835 muB
full minus spin-only (g = 2): -0.038 muB
relative difference: -0.99 %
SUSCEPTIBILITY AND OTHER EFFECTS
spin-only molar susceptibility: 6.252e-03 cm^3/mol
spin-only chi times T: 1.876 cm^3 K/mol
temperature-independent term: 1.16e-04 cm^3/mol
molar mass: 349.32 g/mol
rough diamagnetic term: -1.75e-04 cm^3/mol
spin-only moment if uncorrected: 3.819 muB
rough axial splitting parameter D: 0.6 cm^-1
moment along axis with D: 3.8685 muB
moment across axis with D: 3.8752 muB
powder moment with D: 3.8730 muB
COBALT(II) WARNING CASE, ROUGH PARAMETERS
octahedral splitting: 9300 cm^-1
Racah B (C = 4B): 850 cm^-1
zeta: 500 cm^-1
largest |L_z| in ground term: 1.408 hbar
moment, full d shell: 5.310 muB
excess over spin-only: 1.437 muB
\end{verbatim}
